# Apparent Reaction Order When a Transport Film Feeds a Growing Surface: a numerical check

```python
"""
Result under test: a surface reaction of order n fed through a transport film,
    J = h (Cb - Cs) = k Cs**n,
has apparent order m = dlnJ/dlnCb = n / (n (1 - f) + f), with f = Cs/Cb.
J: reactant flux, h: film transfer coefficient, k: surface rate constant,
Cb, Cs: reactant concentration in the bulk gas and at the surface.
Orders are computed as numerical slopes of solved fluxes, then compared
with the formula. Example: CdTe from Te2 (order 1/2) and excess Cd vapour.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def order_formula(n, f):
    return n / (n * (1 - f) + f)


def surface_conc(bulk, transport, rate):
    """Surface concentration at which supply equals consumption."""
    def imbalance(s):
        supply = transport(bulk, s)
        return supply - rate(s, supply)
    return brentq(imbalance, 0.0, bulk, xtol=1e-22, rtol=1e-14)


def flux(bulk, transport, rate):
    return transport(bulk, surface_conc(bulk, transport, rate))


def log_slope(function, x, step=1e-4):
    up, down = function(x * np.exp(step)), function(x * np.exp(-step))
    return np.log(up / down) / (2 * step)


# --- Diffusion film solved as a boundary-value problem ---
def film_bvp(bulk, n, kappa):
    """Unit film, unit diffusivity; returns flux and surface concentration."""
    z = np.linspace(0, 1, 11)
    guess = np.vstack([0.5 + 0.5 * z, 0.5 * np.ones_like(z)])
    sol = solve_bvp(lambda z, y: np.vstack([y[1], np.zeros_like(z)]),
                    lambda a, b: np.array([a[1] - kappa * a[0]**n,
                                           b[0] - bulk]),
                    z, guess, tol=1e-9)
    assert sol.success
    return sol.y[1, 0], sol.y[0, 0]


for n, kappa in [(0.5, 1.2), (1.0, 1.5), (2.0, 2.0)]:
    slope = log_slope(lambda c: film_bvp(c, n, kappa)[0], 1.0, 1e-3)
    f = film_bvp(1.0, n, kappa)[1]
    assert abs(slope - order_formula(n, f)) < 1e-5

# --- Several orders, from kinetic to transport control ---
for n in (0.5, 1.0, 1.5, 2.0, 3.0):
    for kappa in (0.01, 0.3, 3.0, 100.0):
        film = lambda b, s: b - s
        law = lambda s, j: kappa * s**n
        f = surface_conc(1.0, film, law)
        m = log_slope(lambda c: flux(c, film, law), 1.0)
        assert abs(m - order_formula(n, f)) < 1e-6
        assert abs(1 / m - ((1 - f) + f / n)) < 1e-6
        w_k = log_slope(lambda q: flux(1.0, film,
                                       lambda s, j: q * s**n), kappa)
        w_h = log_slope(lambda q: flux(1.0, lambda b, s: q * (b - s),
                                       law), 1.0)
        assert abs(w_k - f / (f + n * (1 - f))) < 1e-6
        assert abs(w_k + w_h - 1) < 1e-6
        assert abs(m - (w_k * n + w_h)) < 1e-6
        if n != 1:
            assert abs(f - n * (1 - m) / (m * (1 - n))) < 1e-5
        # total-pressure scan: transfer coefficient falls as 1/Cb
        m_p = log_slope(lambda c: flux(c, lambda b, s: (b - s) / c, law), 1.0)
        assert abs(m_p - n * f / (n * (1 - f) + f)) < 1e-6

# --- Negative order: two branches, fold and stability ---
for n in (-0.5, -1.0, -2.0):
    best = minimize_scalar(lambda s: s + s**n, bounds=(0.05, 5),
                           method="bounded", options={"xatol": 1e-10})
    assert abs(best.x / best.fun - abs(n) / (1 + abs(n))) < 1e-5
bulk_neg = 3.0


def branch(bulk, upper):
    ends = (bulk / 2, bulk) if upper else (1e-6, bulk / 2)
    return brentq(lambda s: bulk - s - 1 / s, *ends, xtol=1e-14, rtol=1e-14)


for upper in (True, False):
    m = log_slope(lambda c: 1 / branch(c, upper), bulk_neg)
    f = branch(bulk_neg, upper) / bulk_neg
    assert abs(m - order_formula(-1.0, f)) < 1e-5
    if upper:
        f_neg, m_neg = f, m
high, low = branch(bulk_neg, True), branch(bulk_neg, False)
for start in (0.9 * high, 1.01 * low):
    run = solve_ivp(lambda t, y: bulk_neg - y - 1 / y, (0, 40), [start],
                    method="LSODA", rtol=1e-9, atol=1e-11)
    assert run.success and abs(run.y[0, -1] - high) < 1e-5
run = solve_ivp(lambda t, y: bulk_neg - y - 1 / y, (0, 0.02), [0.99 * low],
                rtol=1e-9, atol=1e-11)
assert run.y[0, -1] < 0.99 * low

# --- CdTe example: rough process values and chosen kinetics ---
torr = const.torr
temperature = 800.0                  # K
p_total, p_te, p_cd = 10.0, 0.02, 0.4  # Torr
diff_te, diff_cd = 30e-4, 45e-4      # m2/s, rough at 10 Torr and 800 K
thickness = 5e-3                     # m
n_te = 0.5
mass_cdte = 112.414 + 127.60         # g/mol
density = 5.85                       # g/cm3
molar_volume = mass_cdte / density * 1e-6
to_growth = 2 * molar_volume * 1e6 * 60   # Te2 flux to um/min
kinetic_growth = 1.5                 # um/min if Cs equalled Cb


def conc(p):
    return p * torr / (const.R * temperature)


h_te, h_cd = diff_te / thickness, diff_cd / thickness
c_te, c_cd, c_total = conc(p_te), conc(p_cd), conc(p_total)
k_te = kinetic_growth / to_growth / c_te**n_te
film = lambda b, s: h_te * (b - s)
law = lambda s, j: k_te * s**n_te
cs = surface_conc(c_te, film, law)
f0, j0 = cs / c_te, film(c_te, cs)
m0 = log_slope(lambda c: flux(c, film, law), c_te)
assert abs(m0 - order_formula(n_te, f0)) < 1e-6
w0 = log_slope(lambda q: flux(c_te, film, lambda s, j: q * s**n_te), k_te)
secant = np.log(flux(2 * c_te, film, law) / j0) / np.log(2)
f_secant = n_te * (1 - secant) / (secant * (1 - n_te))
f_double = surface_conc(2 * c_te, film, law) / (2 * c_te)
assert f0 < f_secant < f_double
m_pressure = log_slope(
    lambda c: flux(c, lambda b, s: h_te * c_te / c * (b - s), law), c_te)


# --- Effects left out of the model, each for the same numbers ---
def order_with(transport, rate):
    return log_slope(lambda c: flux(c, transport, rate), c_te)


# Cd drawn down at the surface, rate taken first order in Cd
cd_law = lambda s, j: k_te * s**n_te * (1 - 2 * j / (h_cd * c_cd))
m_cd = order_with(film, cd_law)
cd_drop = 2 * flux(c_te, film, cd_law) / (h_cd * c_cd)

# Sublimation: K = p_Cd sqrt(p_Te2), from a rough congruent vapour pressure
p_sublime = 0.01                     # Torr, rough total over CdTe at 800 K
k_eq = (2 * p_sublime / 3) * np.sqrt(p_sublime / 3)
p_te_eq = (k_eq / p_cd)**2
reverse_law = lambda s, j: k_te * (np.sqrt(s) - np.sqrt(conc(p_te_eq)))
m_reverse = order_with(film, reverse_law)
supersaturation = p_cd * np.sqrt(p_te) / k_eq


# Stefan flow: three gas molecules vanish per Te2 (one Te2 and two Cd)
def stefan_flux(x_b, x_s):
    return np.log((1 - 3 * x_s) / (1 - 3 * x_b)) / 3


j_test = stefan_flux(0.2, 0.05)
run = solve_ivp(lambda z, x: j_test * (1 - 3 * x), (0, 1), [0.05],
                rtol=1e-10, atol=1e-12)
assert abs(run.y[0, -1] - 0.2) < 1e-7
m_stefan = order_with(lambda b, s: h_te * c_total
                      * stefan_flux(b / c_total, s / c_total), law)

# Te coverage of 0.1 at the working point, same rate there
coverage = 0.1
b_ads = coverage / (1 - coverage) / np.sqrt(cs)
coverage_law = lambda s, j: (k_te / (1 - coverage) * np.sqrt(s)
                             / (1 + b_ads * np.sqrt(s)))
m_coverage = order_with(film, coverage_law)
n_local = log_slope(lambda s: coverage_law(s, 0), cs)
assert abs(n_local - (1 - coverage) / 2) < 1e-6
assert abs(m_coverage - order_formula(n_local, f0)) < 1e-6

# Collision limit: arrival conductance v/4 in series, unit sticking
speed = np.sqrt(8 * const.R * temperature / (np.pi * 2 * 0.12760))
m_collision = order_with(
    lambda b, s: (b - s) / (1 / h_te + 4 / speed), law)
reaction_probability = j0 / (cs * speed / 4)

# Thermal diffusion: gas hotter than the surface, rough factor
gas_excess, alpha_thermal = 50.0, 0.3
boost = (1 + gas_excess / temperature)**alpha_thermal
# Scaled equation T**a x rises linearly if T**a/(c D) is absorbed in h
m_thermal = order_with(lambda b, s: h_te * (boost * b - s), law)

# Surface 1 K hotter at the doubled pressure, activation energy 1 eV
activation, drift = 1.0, 1.0
k_ratio = np.exp(activation * const.e / const.k
                 * (1 / temperature - 1 / (temperature + drift)))
j_drift = flux(2 * c_te, film, lambda s, j: k_ratio * k_te * s**n_te)
secant_drift = np.log(j_drift / j0) / np.log(2)

print("CdTe from Te2 and excess Cd: inputs (rough or chosen)")
print(f"temperature = {temperature:.0f} K")
print(f"total pressure = {p_total:.0f} Torr")
print(f"bulk Te2 pressure = {p_te:.2f} Torr")
print(f"bulk Cd pressure = {p_cd:.1f} Torr")
print(f"diffusivity of Te2 = {diff_te*1e4:.0f} cm2/s")
print(f"diffusivity of Cd = {diff_cd*1e4:.0f} cm2/s")
print(f"film thickness = {thickness*1e3:.0f} mm")
print(f"surface order in Te2 = {n_te:.1f}")
print(f"CdTe molar mass = {mass_cdte:.2f} g/mol")
print(f"CdTe density = {density:.2f} g/cm3")
print(f"kinetic growth rate at Cs = Cb: {kinetic_growth:.2f} um/min")
print("Results at the working point")
print(f"transfer coefficient h = {h_te*100:.1f} cm/s")
print(f"bulk Te2 concentration = {c_te:.3e} mol/m3")
print(f"rate constant k = {k_te:.4e} mol^0.5 m^-0.5 s^-1")
print(f"transport-limited growth = {h_te*c_te*to_growth:.3f} um/min")
print(f"surface-to-bulk ratio f = {f0:.4f}")
print(f"surface Te2 pressure = {f0*p_te:.5f} Torr")
print(f"Te2 flux = {j0:.3e} mol/(m2 s)")
print(f"growth rate = {j0*to_growth:.3f} um/min")
print(f"apparent order, numerical slope = {m0:.4f}")
print(f"apparent order, formula = {order_formula(n_te, f0):.4f}")
print(f"sensitivity to k, w = {w0:.4f}")
print(f"order in a total-pressure scan = {m_pressure:.4f}")
print(f"secant order, Te2 pressure doubled = {secant:.4f}")
print(f"f inferred from secant = {f_secant:.4f}")
print(f"f at doubled pressure = {f_double:.4f}")
print("Sweep: Te2 (Torr), f, growth (um/min), order")
for p in (0.001, 0.005, 0.02, 0.05):
    c = conc(p)
    s = surface_conc(c, film, law)
    slope = log_slope(lambda x: flux(x, film, law), c)
    print(f"{p:.3f}  {s/c:.4f}  {film(c, s)*to_growth:.4f}  {slope:.4f}")
print("Apparent order with one neglected effect restored")
print(f"Cd depletion: {m_cd:.4f} (surface Cd down {100*cd_drop:.1f} %)")
print(f"sublimation: {m_reverse:.4f}")
print(f"Stefan flow: {m_stefan:.4f}")
print(f"Te coverage {coverage:.1f}: {m_coverage:.4f}")
print(f"collision limit: {m_collision:.4f}")
print(f"thermal diffusion: {m_thermal:.4f}")
print(f"thermal: gas hotter by {gas_excess:.0f} K, "
      f"factor {alpha_thermal:.1f}")
print(f"secant order with {drift:.0f} K drift, "
      f"{activation:.0f} eV: {secant_drift:.4f}")
print(f"reaction probability per Te2 impact = {reaction_probability:.4f}")
print(f"assumed CdTe vapour pressure = {p_sublime:.2f} Torr")
print(f"bulk supersaturation pCd*sqrt(pTe2)/K = {supersaturation:.0f}")
print("Negative order n = -1, k/h = 1, Cb = 3 (scaled units)")
print(f"stable branch: f = {f_neg:.4f}, order = {m_neg:.4f}")
print("verified")
```

It prints:

```
CdTe from Te2 and excess Cd: inputs (rough or chosen)
temperature = 800 K
total pressure = 10 Torr
bulk Te2 pressure = 0.02 Torr
bulk Cd pressure = 0.4 Torr
diffusivity of Te2 = 30 cm2/s
diffusivity of Cd = 45 cm2/s
film thickness = 5 mm
surface order in Te2 = 0.5
CdTe molar mass = 240.01 g/mol
CdTe density = 5.85 g/cm3
kinetic growth rate at Cs = Cb: 1.50 um/min
Results at the working point
transfer coefficient h = 60.0 cm/s
bulk Te2 concentration = 4.009e-04 mol/m3
rate constant k = 1.5217e-02 mol^0.5 m^-0.5 s^-1
transport-limited growth = 1.184 um/min
surface-to-bulk ratio f = 0.3029
surface Te2 pressure = 0.00606 Torr
Te2 flux = 1.677e-04 mol/(m2 s)
growth rate = 0.826 um/min
apparent order, numerical slope = 0.7675
apparent order, formula = 0.7675
sensitivity to k, w = 0.4649
order in a total-pressure scan = 0.2325
secant order, Te2 pressure doubled = 0.7353
f inferred from secant = 0.3599
f at doubled pressure = 0.4197
Sweep: Te2 (Torr), f, growth (um/min), order
0.001  0.0294  0.0575  0.9715
0.005  0.1205  0.2604  0.8924
0.020  0.3029  0.8255  0.7675
0.050  0.4579  1.6049  0.6859
Apparent order with one neglected effect restored
Cd depletion: 0.7416 (surface Cd down 4.5 %)
sublimation: 0.7696
Stefan flow: 0.7691
Te coverage 0.1: 0.7298
collision limit: 0.7693
thermal diffusion: 0.7658
thermal: gas hotter by 50 K, factor 0.3
secant order with 1 K drift, 1 eV: 0.7507
reaction probability per Te2 impact = 0.0214
assumed CdTe vapour pressure = 0.01 Torr
bulk supersaturation pCd*sqrt(pTe2)/K = 147
Negative order n = -1, k/h = 1, Cb = 3 (scaled units)
stable branch: f = 0.8727, order = -1.3416
verified
```
